# The decay exponent of the Thomas-Fermi tail and Sommerfeld's screening function

## First half: linearising about the tail

Take a screened Coulomb potential between two osmium atoms, with the Thomas-Fermi function of a neutral atom as its screening function. It comes within 10 % of its own large-distance form only beyond a separation of 3.60 nm. Neighbouring atoms in osmium metal are roughly 0.27 nm apart, so the limiting form becomes accurate about thirteen spacings away. The screening length is 0.00697 nm, so more than 500 screening lengths are needed.

The explanation lies in how the limit is approached. The screening function tends to $144/x^3$, and the relative correction dies out as $x^{-\lambda}$ with

$$\lambda=\frac{\sqrt{73}-7}{2}\approx 0.772 .$$

This is a slow power with a large coefficient. The same number is the exponent in Sommerfeld's approximate screening function. It is derived below in two ways: first by a linear expansion about the tail, then by an argument that follows the neutral atom all the way from the nucleus and needs no small quantity.

### The equation and its scale

Hartree atomic units are used in the derivations. Let $\Phi(r)$ be the electrostatic potential of a neutral atom with nuclear charge $Z$, so that an electron has potential energy $-\Phi$. The Thomas-Fermi model treats the electrons near each point as a uniform gas at zero temperature, without exchange or correlation. They fill all momenta up to $p_F$, where

$$\frac{p_F^2}{2}-\Phi=\mu ,$$

and $\mu$ is the same everywhere. With two spin states the density is $n=p_F^3/(3\pi^2)$.

Write $\Phi+\mu=Z\varphi/r$. Adding a constant to $\Phi$ does not change Poisson's equation, which for electron charge density $-n$ reads $\nabla^2\Phi=4\pi n$. For a spherical function, $\nabla^2(Z\varphi/r)=(Z/r)\,d^2\varphi/dr^2$. Hence

$$\frac{Z}{r}\frac{d^2\varphi}{dr^2}=\frac{4\pi}{3\pi^2}\left(\frac{2Z\varphi}{r}\right)^{3/2}
\quad\Rightarrow\quad
\frac{d^2\varphi}{dr^2}=\frac{8\sqrt2}{3\pi}\,Z^{1/2}\,\frac{\varphi^{3/2}}{r^{1/2}} .$$

Now put $r=bx$. The left side acquires $b^{-2}$ and the right side $b^{-1/2}$. All constants disappear if $b^{3/2}\,8\sqrt2\,Z^{1/2}/(3\pi)=1$, that is, if

$$b=\left(\frac{3\pi}{8\sqrt2}\right)^{2/3}Z^{-1/3}=\frac12\left(\frac{3\pi}{4}\right)^{2/3}Z^{-1/3}.$$

With primes for derivatives with respect to $x$, the result is the Thomas-Fermi equation

$$\varphi''=\frac{\varphi^{3/2}}{\sqrt x},\qquad \varphi(0)=1 .\tag{1}$$

The value at the origin follows from $\Phi\to Z/r$ at the nucleus.

A neutral atom has no edge in this model. Suppose the density ended at a finite radius. Then $\varphi=0$ there, and since no net charge would be enclosed, the field would vanish there too. The potential outside would be zero, so $\mu=0$ and $\varphi'=0$ at the edge. Equation (1) with $\varphi=\varphi'=0$ at one point has the solution $\varphi=0$ and no other, which contradicts $\varphi(0)=1$. The neutral solution is therefore positive at all $x$, with $\mu=0$ and $\varphi\to0$ at infinity.

For osmium, $Z=76$ and $b=0.01106$ nm. Integrating the density obtained from the numerical solution returns 76.00000 electrons, which tests both the scale $b$ and the factors in equation (1).

### The power-law tail

At large $x$, try $\varphi=Ax^{-m}$ with positive $A$ and $m$. Substitution gives

$$m(m+1)A\,x^{-m-2}=A^{3/2}x^{-3m/2-1/2}.$$

The powers agree if $m+2=\tfrac32m+\tfrac12$, so $m=3$. The coefficients then require $12A=A^{3/2}$, so $\sqrt A=12$ and $A=144$. Thus

$$\varphi_0(x)=\frac{144}{x^3}$$

solves the differential equation for every $x>0$. It is not the atom, because it diverges at the origin, but it is the candidate for the atom's behaviour far out.

In physical variables the tail is $\Phi=144Zb^3/r^4$. Since $b^3$ is proportional to $1/Z$, the nuclear charge cancels:

$$\Phi=\frac{144}{r^4}\cdot\frac18\cdot\frac{9\pi^2}{16}=\frac{81\pi^2}{8\,r^4}.$$

All neutral Thomas-Fermi atoms have the same outermost potential. What depends on $Z$ is the distance at which this common form is reached.

### The linear equation for a small departure

This first derivation assumes that the atom does approach $\varphi_0$. Write $\varphi=\varphi_0+\delta$ with $|\delta|\ll\varphi_0$. To first order,

$$\varphi^{3/2}=\varphi_0^{3/2}+\tfrac32\varphi_0^{1/2}\delta .$$

The leading terms cancel because $\varphi_0$ is itself a solution. With $\varphi_0^{1/2}=12x^{-3/2}$, what remains is

$$\delta''=\frac32\cdot\frac{12}{x^{3/2}}\cdot\frac{1}{\sqrt x}\,\delta=\frac{18}{x^2}\,\delta .\tag{2}$$

Every term of equation (2) scales in the same way when $x$ is stretched, so its solutions are powers. Setting $\delta=x^s$ gives $s(s-1)=18$, and

$$s=\frac{1\pm\sqrt{1+72}}{2}=\frac{1\pm\sqrt{73}}{2}.$$

The quantity that matters is the relative correction $\varepsilon=\delta/\varphi_0$, which goes as $x^{s+3}$. The two possible exponents are

$$s+3=\frac{7-\sqrt{73}}{2}=-\lambda\approx-0.772,\qquad s+3=\frac{7+\sqrt{73}}{2}=\lambda+7\approx7.772 .$$

The second mode grows relative to the tail and would carry the solution away from it. An atom that approaches the tail cannot contain it, so

$$\varphi=\frac{144}{x^3}\left(1+Fx^{-\lambda}+\dots\right).\tag{3}$$

The product of the two roots $-\lambda$ and $\lambda+7$ is $(49-73)/4=-6$. This gives a relation used several times below:

$$\lambda(\lambda+7)=6 .\tag{4}$$

The linear equation determines the exponent but leaves $F$ free. The amplitude is set by the condition at the nucleus, where the departure is not small. Solving equation (1) numerically gives $F=-13.271$.

### The next term, and why the tail is so remote

Near the tail it helps to use $t=\ln x$ and $\varphi=144\,w/x^3$, so that $w=1+\varepsilon$. For any function, $x^2\varphi''=\varphi_{tt}-\varphi_t$, where subscripts denote derivatives with respect to $t$. With $\varphi=144e^{-3t}w$,

$$\varphi_t=144e^{-3t}(w_t-3w),\qquad \varphi_{tt}=144e^{-3t}(w_{tt}-6w_t+9w).$$

The right side of equation (1), multiplied by $x^2$, is $x^{3/2}\varphi^{3/2}=144\cdot12\,e^{-3t}w^{3/2}$. Dividing by $144e^{-3t}$ leaves

$$w_{tt}-7w_t+12w=12w^{3/2}.\tag{5}$$

The variable $t$ no longer appears explicitly. Insert $w=1+\varepsilon$ and $(1+\varepsilon)^{3/2}=1+\frac32\varepsilon+\frac38\varepsilon^2+\dots$:

$$\varepsilon_{tt}-7\varepsilon_t-6\varepsilon=\tfrac92\varepsilon^2+\dots$$

Let $u=Fx^{-\lambda}$, so $u_t=-\lambda u$. The linear part vanishes for $u$, since $\lambda^2+7\lambda-6=0$. For $\varepsilon=u+\kappa u^2$, the terms in $u^2$ give

$$\kappa\,(4\lambda^2+14\lambda-6)=\tfrac92 .$$

Replacing $\lambda^2$ by $6-7\lambda$ turns the bracket into $18-14\lambda$, so

$$\kappa=\frac{4.5}{18-14\lambda}=0.6257 .$$

The value extracted from the numerical solution is 0.6256.

The opening number can now be reconstructed. A correction of $-10\,\%$ means $u+\kappa u^2=-0.1$, whose small root is $u=-0.107$. Then

$$x=\left(\frac{13.27}{0.107}\right)^{1/0.772}\approx 5.1\times10^2 ,$$

and the full numerical solution gives 516. Two features produce this distance: the coefficient is 13 instead of about 1, and the exponent is below 1. Reducing the correction tenfold multiplies $x$ by about $10^{1/\lambda}\approx20$.

### Sommerfeld's function

The exponent can be built into a closed formula covering all distances. With $x_0=144^{1/3}=5.2415$, consider

$$\varphi_p(x)=\left[1+\left(\frac{x}{x_0}\right)^p\right]^{-3/p},\qquad p>0 .$$

It equals 1 at the origin. At large $x$, taking the dominant power out of the bracket gives

$$\varphi_p=\frac{144}{x^3}\left[1+\left(\frac{x_0}{x}\right)^p\right]^{-3/p}
=\frac{144}{x^3}\left[1-\frac3p\left(\frac{x_0}{x}\right)^p+\dots\right].$$

Each $p$ therefore has the right tail, but the relative correction decays as $x^{-p}$. Agreement with equation (3) requires $p=\lambda$, and this choice is Sommerfeld's function $\varphi_S$. By equation (4), its outer exponent is $\nu=3/\lambda=(\lambda+7)/2=3.886$.

The amplitude is then no longer adjustable. It equals $-\nu x_0^\lambda=-13.96$, which is 5.2 % larger in magnitude than the true $F$. The second-order term of $(1+z)^{-\nu}$ is $\nu(\nu+1)z^2/2$. Divided by the square of the first-order coefficient, it gives $(\nu+1)/(2\nu)=0.6287$, within half a per cent of $\kappa$.

| $x$ | $\varphi$ | $\varphi_S$ | $144/x^3$ |
|---|---|---|---|
| 1 | 0.424 | 0.385 | 144 |
| 10 | 0.0243 | 0.0228 | 0.144 |
| 100 | 0.000100 | 0.0000985 | 0.000144 |

Between $x=10^{-3}$ and $10^6$, the largest error of $\varphi_S$ relative to $\varphi$ is $-9.3\,\%$, near $x=1.4$. With $p=0.8$ it is $-3.4\,\%$. The exponent $\lambda$ is thus selected by the asymptotic behaviour and is not the best fit over this range.

Near the nucleus $\varphi_S$ has the wrong shape. There $1-\varphi_S\approx\nu(x/x_0)^\lambda$, and because $\lambda<1$ the slope is infinite at $x=0$. The true function starts linearly, with slope $-1.588$. Sommerfeld's function is therefore unsuitable where the potential of the electrons at the nucleus is needed.

## Second half: following the neutral atom outwards

The results carried over are these. The neutral-atom function $\varphi(x)$ is positive, equals 1 at $x=0$, tends to zero at infinity and obeys $\varphi''=\varphi^{3/2}/\sqrt x$. With $t=\ln x$ and $w=x^3\varphi/144$, the equation becomes

$$w_{tt}=7w_t-12w(1-\sqrt w),\tag{6}$$

where subscripts are derivatives with respect to $t$. The pure tail $144/x^3$ is the constant solution $w=1$. Linearising about it gave a relative correction $\varepsilon=w-1=Fx^{-\lambda}$, where $\lambda=0.772$ is the positive root of $\lambda^2+7\lambda=6$, together with a second mode growing as $x^{7.772}$. Sommerfeld's function $\varphi_S$ has the same tail and exponent.

That calculation took for granted that the atom approaches the tail. The second derivation proves this, and obtains $\lambda$ without discarding nonlinear terms.

### The atom stays below the tail and rises towards it

Let $D=\varphi-144/x^3$. It tends to $-\infty$ at the origin and to zero at infinity. If $D$ were positive anywhere, it would have a positive maximum, where $D''\le0$. But both functions solve the Thomas-Fermi equation, so

$$D''=\frac{\varphi^{3/2}-(144/x^3)^{3/2}}{\sqrt x},$$

which is positive wherever $D$ is positive. This is a contradiction, hence $D\le0$. Nor can $D$ touch zero: the two solutions would share value and slope at that point and would coincide everywhere, although one is finite at the origin and the other is not. Therefore $0<w<1$ at every distance.

Near the nucleus $w\approx x^3/144$, which increases. Suppose $w$ stopped increasing at some point, so that $w_t=0$. Equation (6) then gives $w_{tt}=-12w(1-\sqrt w)<0$, a maximum. Beyond it $w_t<0$, and equation (6) keeps $w_{tt}$ negative, so $w$ falls ever faster and reaches zero at a finite distance. That is excluded for the neutral atom. So $w_t>0$ throughout.

An increasing function bounded by 1 has a limit. If the limit were below 1, the last term in equation (6) would tend to a negative constant. Integrating equation (6) over $t$ would then give

$$w_t=7w-\int 12w(1-\sqrt w)\,dt+\text{constant}\to-\infty ,$$

because $w$ is bounded while the integral grows without limit. This contradicts $w_t>0$. Hence $w\to1$: the neutral atom does approach $144/x^3$, and from below.

### An equation for the local exponent

Let $h=1-w=-\varepsilon>0$ be the relative shortfall from the tail, and define

$$\rho=-\frac{d\ln h}{d\ln x}=\frac{w_t}{h}.$$

If $h$ were a pure power of $x$, $\rho$ would be its constant decay exponent. In general it is the local exponent, and it is positive because $w_t>0$. Differentiate it, using $h_t=-w_t$:

$$\rho_t=\frac{w_{tt}}{h}+\frac{w_t^2}{h^2}=7\rho-\frac{12w(1-\sqrt w)}{1-w}+\rho^2 .$$

Since $1-w=(1-\sqrt w)(1+\sqrt w)$, one factor cancels:

$$\rho_t=\rho^2+7\rho-c(w),\qquad c(w)=\frac{12w}{1+\sqrt w}.\tag{7}$$

No approximation has been made. The function $c$ increases with $w$, from 0 at $w=0$ to 6 at $w=1$. At the upper end, a constant $\rho$ must satisfy $\rho^2+7\rho=6$, whose positive root is $\lambda$. It remains to show that $\rho$ goes there.

**Upper bound.** Suppose $\rho>\lambda$ at some $t$. Because $c<6$,

$$\rho_t>\rho^2+7\rho-6=(\rho-\lambda)(\rho+\lambda+7)>(\rho-\lambda)^2 .$$

Then $1/(\rho-\lambda)$ decreases at a rate greater than 1 and reaches zero at finite $t$, where $\rho$ is infinite. But $w_t$ is finite and $h$ is positive at every finite $t$. So $\rho\le\lambda$.

**Lower bound.** Let $\rho_-(w)$ be the positive root of $\rho^2+7\rho=c(w)$. Suppose $\rho<\rho_-$ at some $t$. Then $\rho_t<0$. As $t$ increases, $\rho$ falls and $c$ rises, so $\rho_t$ becomes still more negative and $\rho$ reaches zero at finite $t$. This contradicts $\rho>0$.

Together,

$$\frac{\sqrt{49+4c(w)}-7}{2}\le\rho\le\frac{\sqrt{73}-7}{2}.\tag{8}$$

As $w\to1$ the left side tends to the right side, and $\rho\to\lambda$. At $x=100$, for example, the numerical solution has $h=0.304$, so $w=0.696$ and $c=4.55$. The bounds are 0.599 and 0.772, and the computed local exponent is 0.612. At $x=10^4$ it is 0.7668, and at $x=10^6$ it is 0.7719.

### From the local exponent to the power law

A local exponent tending to $\lambda$ does not by itself exclude, for instance, an extra logarithm multiplying $x^{-\lambda}$. The bounds settle this too. Subtract $\rho_-^2+7\rho_-=c$ from $\lambda^2+7\lambda=6$:

$$(\lambda-\rho_-)(\lambda+\rho_-+7)=6-c .$$

The second factor exceeds 7. With $q=\sqrt w$, so that $h=(1-q)(1+q)$,

$$6-c=\frac{6(1+q-2q^2)}{1+q}=\frac{6(1-q)(1+2q)}{1+q}=\frac{6h(1+2q)}{(1+q)^2}\le6h .$$

Since $\rho\ge\rho_-$, it follows that $0\le\lambda-\rho\le 6h/7$. The definition of $\rho$ gives

$$\frac{d}{dt}\ln\left(hx^\lambda\right)=\lambda-\rho .$$

From any chosen point outwards, $\rho$ exceeds a fixed positive number, because $\rho_-$ increases with $w$. So $h$ decays at least as fast as an exponential in $t$, and the integral of $\lambda-\rho$ to infinity converges. The product $hx^\lambda$ therefore tends to a finite positive constant, which is $-F$. The part of the integral beyond $x$ is of order $x^{-\lambda}$, so

$$\varphi=\frac{144}{x^3}\left[1+Fx^{-\lambda}+O(x^{-2\lambda})\right],\qquad F<0 .$$

The amplitude cannot vanish, and its sign is fixed.

### One curve, and what happens beside it

Equation (6) does not contain $t$, so shifting $t$ turns one solution into another. In the original variables, if $\varphi(x)$ is a solution, so is $k^3\varphi(kx)$. Every solution that approaches the tail from below is such a copy of the neutral atom. To see this, regard $\rho$ as a function of $w$. Because $w_t=\rho(1-w)$, equation (7) becomes

$$\frac{d\rho}{dw}=\frac{\rho+7-c/\rho}{1-w}.$$

Let two such solutions have $\rho_1>\rho_2$ at the same $w$. Their difference $\Delta$ obeys

$$\frac{d\Delta}{dw}=\frac{\Delta}{1-w}\left(1+\frac{c}{\rho_1\rho_2}\right)>\frac{\Delta}{1-w},$$

so $\Delta$ grows at least as $1/(1-w)$ and diverges. But the bounds (8) rest on $0<w<1$ and $w_t>0$, which hold for both solutions, and they keep both exponents finite. Hence $\rho_1=\rho_2$, and the solutions differ by a shift of $t$.

The scaling leaves $-\varphi'(0)/\varphi(0)^{4/3}$ unchanged, since $\varphi(0)$ acquires $k^3$ and $\varphi'(0)$ acquires $k^4$. An integration started near the tail at $x=10^8$ and carried inwards gives 1.588071 for this ratio. Shooting outwards from the nucleus gives the same value for $-\varphi'(0)$.

Outwards, a slightly wrong initial slope excites the growing mode. The charge enclosed within $x$ follows from the field $-d\Phi/dr$ and equals $Z(\varphi-x\varphi')$. If the disturbance is negative, $\varphi$ reaches zero at a finite $x$ with $\varphi'<0$, and the enclosed charge there is positive: the solution is a positive ion with an edge. If it is positive, $\varphi$ turns upwards. It then describes an atom compressed into a cell, whose neutral boundary lies where $\varphi=x\varphi'$. Neither has the law $x^{-\lambda}$ at its outer boundary, so the result is restricted to the free neutral atom.

### What each derivation assumes

Both derivations rest on the Thomas-Fermi model: a local electron gas without exchange, at zero temperature, in a spherical neutral atom. They differ in the mathematics they take for granted.

The linear derivation assumes that the solution approaches $144/x^3$ and that the departure may be treated to first order. It uses nothing about the nucleus. In return it gives both modes, including the growing one by which weakly ionised and weakly compressed atoms begin to leave the tail, and it extends term by term to the coefficient $\kappa$. It cannot tell whether $F$ is negative, or whether it differs from zero.

The second derivation assumes a finite value at the nucleus, positivity, and decay to zero. It makes no assumption about the form of the tail. It yields the approach to the tail, the exponent, the sign of $F$ and the bounds (8), which hold at every distance. It says nothing about solutions that leave the tail. Neither derivation supplies the number $F=-13.27$, which needs a numerical solution.

### Head-on collisions of osmium atoms

For two equal atoms, take the pair potential $V=Z^2\varphi(r/a)/r$ with Firsov's length $a=\frac12(3\pi/4)^{2/3}/(2\sqrt Z)^{2/3}=0.00697$ nm. This carries the atomic function over to a pair, an approximation meant for close collisions. It fails at large separations, where $V$ falls as $r^{-4}$ while the interaction of two neutral atoms in the Thomas-Fermi model itself falls as $r^{-7}$. The second power follows from scaling: in the common tail the potential goes as $r^{-4}$, the density as $r^{-6}$ and the energy density as $r^{-10}$, and the region between the atoms has a volume of order $r^3$. Like the atomic tail, this power is approached slowly: the bound given next falls roughly as $r^{-5}$ near the neighbour spacing and as $r^{-6.8}$ only near $r=1000\,b$. Superposing the two atomic densities gives an upper bound to that interaction: about 250 eV at 0.124 nm and 7 eV at 0.27 nm, where $V$ gives 500 eV and 37 eV. The distances found below for 1 keV and 0.1 keV are therefore properties of $V$, not of the Thomas-Fermi model of the pair. At 0.0231 nm, the distance found for 100 keV, the bound is about 55 keV and $V$ is 50 keV, so there the bound neither excludes nor confirms $V$. With the target at rest, half the laboratory energy belongs to the relative motion. In a head-on collision that half is entirely potential energy at closest approach.

For the bare tail, $V\propto r^{-4}$. At 0.27 nm it gives 76.23 eV, so at 100 keV, where 50 keV is available,

$$r=0.27\left(\frac{76.23}{50\,000}\right)^{1/4}=0.0534\ \text{nm}.$$

The closest approaches in nm are:

| Energy | $\varphi$ | $\varphi_S$ | tail | ZBL |
|---|---|---|---|---|
| 100 keV | 0.0231 | 0.0222 | 0.0534 | 0.0241 |
| 1 keV | 0.124 | 0.122 | 0.169 | 0.098 |
| 0.1 keV | 0.248 | 0.245 | 0.300 | 0.156 |

Sommerfeld's function reproduces the distance obtained with $\varphi$ to 4 % at 100 keV and 1 % at 0.1 keV. The bare tail is too large by a factor of 2.3 and by 21 %. These collisions probe $x$ between about 3 and 36, well short of the distance $x\approx516$ beyond which the tail is good to 10 %.

The last column uses the Ziegler-Biersack-Littmark universal potential, a fit to calculated pair potentials, which falls exponentially. The lower two energies are of the size met by recoils inside a collision cascade. The table, however, describes an isolated pair: at 0.1 keV the distance found with $\varphi$ is close to the neighbour spacing, so inside the metal other atoms would act at the same time. At 0.1 keV the largest change among those compared here comes from the universal potential, which differs from $V$ in both its screening function and its screening length. Relative to $V$ with the exact $\varphi$, the universal potential changes the closest approach by $+4\,\%$ at 100 keV but by $-37\,\%$ at 0.1 keV. At the neighbour spacing the pair energies are 37 eV and 1.6 eV. Most of this shift reflects the failure of the pair form $V$ and not the exponential fall. The superposition bound, which stays within the Thomas-Fermi model, already shortens the closest approach by 16 % at 1 keV and 27 % at 0.1 keV, against 21 % and 37 % for the universal potential. Replacing Firsov's length by Lindhard's, at fixed $\varphi$, lengthens the distances by 7 to 9 %. The Lindhard-Scharff estimate of electronic loss is about 300 eV per spacing at 100 keV, or 0.3 % of the energy. Relativity is also neglected, although $Z\alpha=0.55$ for the innermost electrons; its effect on these distances was not computed. The numerical output below gives the remaining values.

The exponent $\lambda$ is thus a property of the Thomas-Fermi equation, reached at distances where a real osmium atom no longer has the density that the equation assigns to it. In collisions its use is indirect: it fixes the shape of an interpolation that is tolerably accurate at much smaller $x$.

## Calculated quantities

```
decay exponent lam = 0.772002; growth exponent = 7.772002
growth exponent measured = 7.77202
x = 1e+02: eps = -0.303871, local exponent = 0.61230
x = 1e+03: eps = -0.061615, local exponent = 0.74177
x = 1e+04: eps = -0.010764, local exponent = 0.76679
x = 1e+05: eps = -0.001830, local exponent = 0.77112
x = 1e+06: eps = -0.000310, local exponent = 0.77185
initial slope B: shooting 1.5880710, from saddle 1.5880710
amplitude F: boundary-value -13.2710, from saddle -13.2710
kappa: formula 0.62570, numerical 0.62559
Sommerfeld: 3/lam = 3.8860, 144^(1/3) = 5.2415
Sommerfeld: amplitude = -13.9612, kappa = 0.62867
x = 0.1: phi TF 8.8170e-01, Sommerfeld 8.3638e-01, tail 1.4400e+05
x = 1: phi TF 4.2401e-01, Sommerfeld 3.8510e-01, tail 1.4400e+02
x = 10: phi TF 2.4314e-02, Sommerfeld 2.2774e-02, tail 1.4400e-01
x = 100: phi TF 1.0024e-04, Sommerfeld 9.8498e-05, tail 1.4400e-04
p = 0.772: largest error -9.30 % at x = 1.44 (x from 1e-3 to 1e6)
p = 0.800: largest error -3.41 % at x = 0.32 (x from 1e-3 to 1e6)
tail good to 10 % from x = 516.4
Os: Z = 76, mass = 190.2 u, rough spacing = 0.27 nm
electrons in the Thomas-Fermi Os atom = 76.00000
single-atom length b = 0.011060 nm
pair length, Firsov = 0.006968 nm
pair length, Lindhard = 0.007821 nm
pair length, ZBL = 0.008652 nm
pair tail good to 10 % from r = 3.60 nm
closest approach, lab energy 100 keV (centre of mass 50 keV):
  Thomas-Fermi: 0.02308 nm, x = 3.31
  Sommerfeld: 0.02216 nm, x = 3.18
  bare tail: 0.05335 nm, x = 7.66
  ZBL: 0.02406 nm, x = 2.78
  TF, Lindhard length: 0.02460 nm, x = 3.15
closest approach, lab energy 1 keV (centre of mass 0.5 keV):
  Thomas-Fermi: 0.12418 nm, x = 17.82
  Sommerfeld: 0.12222 nm, x = 17.54
  bare tail: 0.16872 nm, x = 24.21
  ZBL: 0.09767 nm, x = 11.29
  TF, Lindhard length: 0.13441 nm, x = 17.19
closest approach, lab energy 0.1 keV (centre of mass 0.05 keV):
  Thomas-Fermi: 0.24787 nm, x = 35.57
  Sommerfeld: 0.24541 nm, x = 35.22
  bare tail: 0.30003 nm, x = 43.06
  ZBL: 0.15604 nm, x = 18.04
  TF, Lindhard length: 0.26908 nm, x = 34.40
trajectory check at 100 keV: 0.02308 nm
pair energy at the spacing (x = 38.75 with Firsov):
  Thomas-Fermi: 37.13 eV
  Sommerfeld: 35.95 eV
  bare tail: 76.23 eV
  ZBL: 1.64 eV
electronic loss per spacing at 100 keV = 299 eV (0.30 %)
inner-shell speed over c, Z*alpha = 0.555
```
